# Kirkwood's Formula for Rigid Dipoles from Long-Wavelength Polarization Waves, part 2

The static permittivity $\varepsilon$ of a polar medium is to be found from the fluctuations of its dipoles. Putting the mean square total moment of a sample, divided by its value for independent dipoles, into Kirkwood's formula is wrong. For the lattice treated below this ratio is 1.75 and would give $\varepsilon\approx5.6$, whereas the same dipoles in a weak field give 4.3.

The medium has $N$ rigid dipoles $\boldsymbol\mu_i$ of length $\mu$ at positions $\mathbf r_i$ in a volume $V$, with density $n=N/V$ and temperature $T$. It is disordered, classical and without free charges. Units are such that $4\pi\varepsilon_0=1$. The polarization $\mathbf P$ and the macroscopic field $\mathbf E$ obey $4\pi\mathbf P=(\varepsilon-1)\mathbf E$, where $\mathbf E$ is the applied field $\mathbf E_0$ plus the field of the dipoles. The dipole strength is

$$y=\frac{4\pi n\mu^2}{9k_BT},\qquad\text{or in SI units}\qquad y=\frac{n\mu^2}{9\varepsilon_0k_BT}.$$

A wave with wave vector $\mathbf k$ has the amplitude $\mathbf M(\mathbf k)=\sum_i\boldsymbol\mu_i\,e^{-i\mathbf k\cdot\mathbf r_i}$, with one component $M_L$ along $\mathbf k$ and two components $M_T$ across it. Their variances $\langle|M_L|^2\rangle$ and $\langle|M_T|^2\rangle$, multiplied by $4\pi/Vk_BT$, are $v_L$ and $v_T$. A variance is also a response: for an applied field of amplitude $A$ along component $a$,

$$P=\frac{\langle|M_a|^2\rangle}{Vk_BT}\,A,\qquad\text{that is}\qquad 4\pi P=v_a\,A .\tag{1}$$

A longitudinal wave makes the macroscopic field $-4\pi\mathbf P$, a transverse wave none. In an infinite medium, for $k\to0$,

$$v_L=1-\frac1\varepsilon,\qquad v_T=\varepsilon-1 .\tag{2}$$

The correlation factor $g$ is the limit of $\langle|\mathbf M(\mathbf k)|^2\rangle/N\mu^2$ for $k\to0$, and $v_L+2v_T=9yg$. This gives Kirkwood's formula,

$$\frac{(\varepsilon-1)(2\varepsilon+1)}{9\varepsilon}=y\,g .\tag{3}$$

With $Q=9yg$ its solution is

$$\varepsilon=\frac{1+Q+\sqrt{(1+Q)^2+8}}{4}.\tag{4}$$

In the infinite medium $g$ is also a convergent sum over the neighbours of one molecule:

$$g=1+\sum_{j\ne0}\frac{\langle\boldsymbol\mu_0\cdot\boldsymbol\mu_j\rangle}{\mu^2}$$

### The total moment depends on the surroundings

Consider now the uniform moment $\mathbf M(0)$ of a finite sample, and let $G_0=\langle M(0)^2\rangle/N\mu^2$. The relation between variance and response still holds. What changes is the field that the sample makes inside itself.

If the sample is surrounded by a conductor, or repeated periodically as if the whole array were so surrounded, a uniform polarization makes no macroscopic field. Each of the three components then behaves like a transverse wave, with the variance $\varepsilon-1$:

$$9yG_0=3(\varepsilon-1)\qquad\text{(conducting surroundings)}.$$

If the sample is a sphere in vacuum, its polarization can be pictured as two uniformly charged balls, with charge densities $\pm\rho$, displaced by $\mathbf d$, with $\mathbf P=\rho\mathbf d$. Inside one ball Gauss's law gives the field $4\pi\rho\mathbf r/3$ from its centre. The difference of the two fields is $-4\pi\rho\mathbf d/3=-4\pi\mathbf P/3$. The constitutive law becomes $4\pi P=(\varepsilon-1)(E_0-4\pi P/3)$, hence $4\pi P(\varepsilon+2)/3=(\varepsilon-1)E_0$. Three equal components give

$$9yG_0=\frac{9(\varepsilon-1)}{\varepsilon+2}\qquad\text{(sphere in vacuum)}.$$

For a thick, very wide slab in vacuum, the normal component makes the field $-4\pi P$ and the two components in the plane make none, apart from edge effects. This is the combination found in a long wave, and the slab has $G_0=g$. A long wave can be pictured as a stack of such slabs with slowly alternating polarization.

The excess of the first case over the infinite medium is

$$9y(G_0-g)=(\varepsilon-1)\left[3-2-\frac1\varepsilon\right]=\frac{(\varepsilon-1)^2}{\varepsilon}.\tag{5}$$

As $\varepsilon\to1$ the right side vanishes in second order. Since $9y\approx3(\varepsilon-1)$ in this limit, the excess $G_0-g$ itself vanishes in first order, as $(\varepsilon-1)/3$, and the surroundings cease to matter.

### Where the excess sits in a periodic cell

In a periodic lattice cell let $c(\mathbf r_j)=\langle\boldsymbol\mu_0\cdot\boldsymbol\mu_j\rangle/\mu^2$ and $s(\mathbf k)=\sum_jc(\mathbf r_j)e^{-i\mathbf k\cdot\mathbf r_j}$. There are $N$ allowed wave vectors, and the inverse relation is

$$c(\mathbf r)=\frac1N\sum_{\mathbf k}s(\mathbf k)e^{i\mathbf k\cdot\mathbf r}.$$

For the small nonzero wave vectors $s$ is close to $g$, but the single term $\mathbf k=0$ has $s=G_0$. If that term were $g$, the sum would sample a function continuous at $k=0$ and would approximate the infinite medium. The actual cell therefore adds about $(G_0-g)/N$ to every pair of different dipoles. For close pairs the shift has this size but not exactly this value, and the central term $c(0)=1$ does not shift at all.

A sum of $c$ over the $n_R$ sites within a distance $R$, the central one included, is consequently close to $g_R+(n_R/N)(G_0-g)$. Here $g_R$ is the partial sum in the infinite medium. If $R$ is large enough that $g_R\approx g$, the unknown $g$ on the right may be replaced by $g_R$, and solving gives

$$g_R=\frac{\sum_{r_j\le R}c(\mathbf r_j)-(n_R/N)\,G_0}{1-n_R/N}.\tag{6}$$

### A lattice of turning dipoles

For a numerical case, put point dipoles on a face-centred cubic lattice and let them turn freely, with no forces except the dipole interaction. Take $\mu=1.7$ D, $n=5.7\ \mathrm{nm^{-3}}$ and $T=260$ K. With four dipoles per cubic cell the lattice constant is $a=(4/n)^{1/3}=0.889$ nm. In SI units $\mu=5.67\times10^{-30}$ C m and $k_BT=3.59\times10^{-21}$ J, so

$$y=\frac{(5.7\times10^{27})(5.67\times10^{-30})^2}{9(8.854\times10^{-12})(3.59\times10^{-21})}=0.641,\qquad 9y=5.767 .$$

The lattice first provides a test of the field of a polarization wave. The field on a site, divided by $4\pi P$, was summed over all dipoles of the periodic lattice. It is $0.3333$ for uniform polarization. For waves extrapolated to $k=0$ it is $0.334$ in the transverse and $-0.668$ in the longitudinal case. The first value is the local field $4\pi P/3$ of a cubic lattice. The longitudinal value lies below the transverse one by $1.002$, which is the macroscopic field $-4\pi P$ to within 0.3%. The three sums were tested against $1/3$, $1/3$ and $-2/3$. The tolerance was $10^{-6}$ for the uniform case and $0.01$ for the waves.

The fluctuations were sampled by Monte Carlo in a periodic cubic cell of 256 dipoles, in 128 independent copies. At the wavelengths $4a=3.56$ nm and $2a=1.78$ nm the results are $v_L=0.7951$ and $0.8755$, and $v_T=3.1049$ and $2.6376$. These waves are not yet long, so an extrapolation is needed. The wave vectors lie along the cube edges. Lattice planes perpendicular to $\mathbf k$ are then $a/2$ apart, and coupling between adjacent planes contributes a term in $\cos(ka/2)$ to the stiffness, the inverse of the variance. The inverse variances were therefore taken as linear in $s=1-\cos(ka/2)$. This form is an approximation for turning dipoles. The two wavelengths have $s=0.2929$ and $s=1$, so that

$$\frac1{v_L}=\frac{1/0.7951-0.2929/0.8755}{0.7071}=1.306,\qquad v_L=0.766\pm0.004,$$

$$\frac1{v_T}=\frac{1/3.1049-0.2929/2.6376}{0.7071}=0.298,\qquad v_T=3.35\pm0.02 .$$

Errors here and below are statistical standard errors.

The permittivity was measured independently. A uniform field with $\mu E/k_BT=0.12$, or 0.76 MV/cm, produced the mean orientation $\langle\mu_x\rangle/\mu=0.06887$. Since $4\pi P/E=4\pi n\mu^2(\langle\mu_x\rangle/\mu)/(k_BT\cdot0.12)$,

$$\varepsilon=1+5.767\times\frac{0.06887}{0.12}=4.31\pm0.03 .$$

The cell has conducting surroundings, so this applied field is also the macroscopic one. The field is finite, and saturation lowers $\varepsilon$ by about 0.01, which lies within the error. From this $\varepsilon$ one expects $v_L=1-1/4.31=0.768$ and $v_T=3.31$. The measured variances differ by $-0.002\pm0.005$ and $+0.04\pm0.04$. Both laws hold within the statistical error.

The sum of the variances is $0.7660+2\times3.3507=7.467$. Division by $9y$ gives $g=1.295\pm0.007$, and equation (4) gives

$$\varepsilon=\frac{8.467+\sqrt{8.467^2+8}}{4}=4.35\pm0.02 .$$

It differs from the field measurement by $0.04\pm0.04$, about 1% of $\varepsilon$. With $g=1$ the result would be 3.53, so the parallel correlation of neighbours cannot be neglected here.

The uniform moment has $G_0=1.746\pm0.013$. It exceeds $g$ by 0.451, whereas equation (5) predicts $3.31^2/(5.767\times4.31)=0.441$. The discrepancy is $0.010\pm0.015$. This $G_0$ is the ratio quoted at the start. Used in place of $g$, it gives $Q=5.767\times1.746=10.07$ and, from equation (4), $\varepsilon=5.6$. For a sphere of the same medium in vacuum the formula above gives $G_0=9\times3.31/(6.31\times5.767)=0.82$. This value holds for a large sphere; a cluster of 249 dipoles, much of which is surface, gives about 0.87. One medium thus has three ratios, 0.82, 1.29 and 1.75, and the middle one is its correlation factor.

### The sum over neighbours, and a remaining difference

Equation (6) was evaluated for the central site with its 12 nearest neighbours, and for 55 sites, which include the first four shells. The results are $1.339\pm0.001$ and $1.317\pm0.004$. The nearest neighbours thus account for the size of $g-1$. The small net change over the next three shells hides a cancellation. Shell by shell the sum oscillates: a longer run gives about 1.28 for 19 sites, 1.32 for 55 sites and 1.26 for 79 sites (five shells). At these radii $g_R$ has not yet settled at $g$.

The value from four shells exceeds the value from long waves by $0.022\pm0.005$. This is 1.7% of $g$, but nearly five standard errors, so it is not statistical noise. It comes mainly from where the sum was cut: the fourth shell ends on a high point of the oscillation, and the fifth shell lowers the sum by about 0.05. The extrapolation from two wavelengths is a smaller matter; using the exact lattice sums in it lowers $g$ by only about 0.003. Equation (6) also loses accuracy as $n_R/N$ grows, since it assumes $g_R\approx g$ and a uniform shift. The third digit of $g$ should not be relied upon.

This comparison was one of six that were tested. The others are the two variance laws, the Kirkwood permittivity, the uniform moment and its excess over $g$. Each difference had to stay below four standard errors plus an allowance for systematic effects. The allowance was 0.02 for $v_L$, 3% for $v_T$, $\varepsilon$ and the uniform moment, and 5% of $g$ for the neighbour sum and for the excess. All six passed; the difference of 0.022 lies within its allowance of 0.065.

In a smaller cell of 108 dipoles, $\varepsilon=4.33\pm0.03$ and $g=1.304\pm0.006$. Going to the larger cell shifts them by $-0.02$ and $-0.009$, which is not resolved from the noise. The full list of values is in the numerical output.

### Beside a real crystal

The chosen parameters are rough values for small polar molecules in a rotator phase, in which the molecules sit on a lattice and keep turning. The model is not a prediction for a particular crystal, and no measured permittivity is compared with it here. One assumption that real molecules break is rigidity, since their electrons respond to the field as well.

The size of this effect can be estimated by the same addition. Let the electrons form a background of permittivity $\varepsilon_\infty$, and let $P_d$ be the polarization due to orientation, so that $4\pi P_d=(\varepsilon-\varepsilon_\infty)E$. A transverse applied field $F$ equals $E$ and gives the variance $\varepsilon-\varepsilon_\infty$. For a longitudinal wave, external charges fix $\varepsilon E$, while the background alone would have the field $F=\varepsilon E/\varepsilon_\infty$. Hence $E=\varepsilon_\infty F/\varepsilon$, and the variance is $(\varepsilon-\varepsilon_\infty)\varepsilon_\infty/\varepsilon$. The background also raises the field on a molecule from $E$ to $E+(\varepsilon_\infty-1)E/3$, which multiplies the effective moment by $(\varepsilon_\infty+2)/3$. The sum is

$$\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon}=9yg\left(\frac{\varepsilon_\infty+2}{3}\right)^2 .$$

For $\varepsilon_\infty=1$ it returns to Kirkwood's formula for rigid dipoles. With the rough value $\varepsilon_\infty=2$ the right side is $5.767\times1.295\times1.778=13.3$. Setting $\varepsilon=2e$ turns the equation into $(e-1)(2e+1)/e=6.64$. Equation (4) gives $e=3.95$, and $\varepsilon\approx7.9$ instead of 4.3. The value of $g$ was held fixed, although induced dipoles also strengthen the coupling between molecules and thereby change $g$. On the same lattice with polarizable sites that give $\varepsilon_\infty=2$, $g$ rises to about 1.5 and $\varepsilon$ to about 9. The continuous background is itself an approximation. The estimate therefore shows that the neglected effect is large, but it does not fix the value of $\varepsilon$.

Contact forces between real molecules also change $g$. An increase of 0.2, with everything else in the rigid model fixed, raises $\varepsilon$ to 4.9. Quantum effects of rotation are small: for a rotational constant $B$ of roughly 3 GHz, $hB/k_BT=6\times10^{-4}$. The linear law requires $\mu E\ll k_BT$. The two energies become equal at 6.3 MV/cm, but this is only a scale for the model. Saturation sets in well below it, because neighbouring dipoles strengthen the field on each molecule, and a real crystal may break down electrically before such a field is reached.

Other conditions concern the formula itself. With mobile ions the longitudinal response is no longer that of a dielectric. In a ferroelectric phase the mean polarization has to be subtracted, and the permittivity generally becomes a tensor. Close to the transition the correlation length grows, and the waves must be longer still before their variances can be added to give $\varepsilon$.

## Computed results

```
dipole moment (rough input) = 1.70 D
number density (rough input) = 5.70 nm^-3
temperature (input) = 260 K
fcc lattice constant = 0.8886 nm
y = 0.6407; 9y = 5.7667 (no unit)
lattice sum/(4 pi n), uniform = -0.33333
lattice sum/(4 pi n), transverse k->0 = -0.33405
lattice sum/(4 pi n), longitudinal k->0 = 0.66810
dipoles in main cell = 256; in small cell = 108
replicas = 128 without field, as many with field
wavelengths = 3.555 and 1.777 nm
v_L at these wavelengths = 0.7951, 0.8755
v_T at these wavelengths = 3.1049, 2.6376
v_L, k->0 = 0.7660 +- 0.0040
v_T, k->0 = 3.3507 +- 0.0206
test field = 0.760 MV/cm (mu E/kT = 0.12)
induced mean orientation = 0.06887
eps from field response = 4.310 +- 0.033
1-1/eps from field response = 0.7680
eps-1 from field response = 3.3096
v_L + 2 v_T = 7.4674
(eps-1)(2eps+1)/eps, field eps = 7.3872
g from waves = 1.2949 +- 0.0071
eps from Kirkwood formula = 4.349 +- 0.020
uniform-mode G0 = 1.7456 +- 0.0128
G0-g predicted = 0.4408
G0-g measured = 0.4507
g, sites within 1 shell (13) = 1.3392 +- 0.0012
g, sites within 4 shells (55) = 1.3171 +- 0.0039
residual v_L-(1-1/eps) = -0.0020 +- 0.0048
residual v_T-(eps-1) = +0.0411 +- 0.0421
residual eps Kirkwood-field = +0.0391 +- 0.0422
residual 9y G0/3-(eps-1) = +0.0458 +- 0.0385
residual g 4 shells-waves = +0.0222 +- 0.0045
residual G0-g minus prediction = +0.0099 +- 0.0152
small cell: eps field = 4.329 +- 0.026
small cell: g waves = 1.3043 +- 0.0056
cell shift (main-small): eps = -0.020
cell shift (main-small): g = -0.0094
eps if g were 1 = 3.525
eps if g were larger by 0.2 = 4.912
eps_inf (rough input) = 2.0; moment factor = 1.333
eps estimate with polarizability, same g = 7.89
field at which mu E = kT: 6.33 MV/cm
rotational constant (rough input) = 3.0 GHz
rotational quantum hB/kT = 5.54e-04
```
